# Linear E ⊗ e Jahn–Teller Coupling: Chains and Ham Factors

## 1. Definitions and conventions

An orbital doublet $|\theta\rangle,|\epsilon\rangle$ is coupled to one degenerate harmonic mode with dimensionless coordinates $Q_1,Q_2$ and momenta $P_1,P_2$. Energies are in units of $\hbar\omega$ unless a unit is given. The model is

$$H=\tfrac12(P_1^2+P_2^2+Q_1^2+Q_2^2)+k(Q_1\sigma_z+Q_2\sigma_x),\qquad k>0,$$

with $\sigma_z=|\theta\rangle\langle\theta|-|\epsilon\rangle\langle\epsilon|$, $\sigma_x=|\theta\rangle\langle\epsilon|+|\epsilon\rangle\langle\theta|$ and $\sigma_y=-i|\theta\rangle\langle\epsilon|+i|\epsilon\rangle\langle\theta|$. These matrices act on orbitals; real spin is left out.

With $Q_1+iQ_2=\rho e^{i\phi}$, the coupling matrix has eigenvalues $\pm k\rho$. The lower potential sheet is therefore $\rho^2/2-k\rho=(\rho-k)^2/2-k^2/2$. Its minimum is a circular trough at $\rho=k$, and the Jahn–Teller energy is $E_{JT}=k^2/2$.

The mirror operation is $R=R_v\sigma_z$, where $R_v$ reverses $Q_2$. It leaves $\sigma_z$ unchanged and reverses $\sigma_x$ and $\sigma_y$, so it commutes with $H$.

Let $|\Theta\rangle,|\mathcal E\rangle$ be the ground vibronic doublet, with partners that transform like $\theta,\epsilon$. The Ham factors are the reductions of electronic operators within it:

$$\sigma_y\to p\,\sigma_y,\qquad(\sigma_z,\sigma_x)\to q\,(\sigma_z,\sigma_x).$$

On the right the matrices act on $|\Theta\rangle,|\mathcal E\rangle$. Thus $q=\langle\Theta|\sigma_z|\Theta\rangle$ and $-ip=\langle\Theta|\sigma_y|\mathcal E\rangle$. The identity operator is not reduced.

## 2. The conserved angular momentum

Define $|\pm\rangle=(|\theta\rangle\pm i|\epsilon\rangle)/\sqrt2$. Direct action of the matrices gives

$$\sigma_y|\pm\rangle=\pm|\pm\rangle,\quad \sigma_z|\pm\rangle=|\mp\rangle,\quad \sigma_x|\pm\rangle=\pm i|\mp\rangle.$$

Hence $\sigma_z=|-\rangle\langle+|+|+\rangle\langle-|$ and $\sigma_x=i|-\rangle\langle+|-i|+\rangle\langle-|$, so that

$$Q_1\sigma_z+Q_2\sigma_x=(Q_1+iQ_2)|-\rangle\langle+|+(Q_1-iQ_2)|+\rangle\langle-|.$$

For the oscillators, $Q_i=(a_i+a_i^\dagger)/\sqrt2$. Circular quanta are defined by $a_\pm=(a_1\mp ia_2)/\sqrt2$. They obey $[a_+,a_+^\dagger]=[a_-,a_-^\dagger]=1$, and operators of different sign commute. Since $a_+^\dagger=(a_1^\dagger+ia_2^\dagger)/\sqrt2$ and $a_-=(a_1+ia_2)/\sqrt2$,

$$Q_1+iQ_2=a_+^\dagger+a_-.$$

Furthermore,

$$n_\pm=a_\pm^\dagger a_\pm=\tfrac12\left[n_1+n_2\pm i(a_2^\dagger a_1-a_1^\dagger a_2)\right].$$

The sum is $n_++n_-=n_1+n_2$. The difference is the vibrational angular momentum, $L=Q_1P_2-Q_2P_1=i(a_2^\dagger a_1-a_1^\dagger a_2)=n_+-n_-$. The Hamiltonian becomes

$$H=n_++n_-+1+k\left[X+X^\dagger\right],\qquad X=(a_+^\dagger+a_-)|-\rangle\langle+|.$$

Creating a plus quantum or removing a minus quantum raises $L$ by one, so $[L,X]=X$. The electronic factor lowers $\sigma_y/2$ by one, so $[\sigma_y/2,X]=-X$. Therefore

$$J=L+\tfrac12\sigma_y,\qquad[H,J]=0.$$

$L$ has integer eigenvalues, so those of $J$ are half-odd. The half comes from the orbital pseudospin, not from real spin. It can be seen on the lower sheet, whose electronic state is $(e^{-i\phi/2}|+\rangle-e^{i\phi/2}|-\rangle)/\sqrt2$: applying the coupling to it gives $-k\rho$ times the same state. This state changes sign around the trough. A single-valued total state then needs a factor $e^{ij\phi}$ with half-odd $j$.

The mirror reverses both $L$ and $\sigma_y$, so $j$ and $-j$ are degenerate.

## 3. Tridiagonal chains for implementation

Take $j=l+\frac12$ with $l=0,1,2,\ldots$. A state on $|+\rangle$ must have $L=l$, and one on $|-\rangle$ must have $L=l+1$. In the notation $|n_+,n_-,\pm\rangle$, order them as

$$|2m\rangle=|l+m,m,+\rangle,\qquad|2m+1\rangle=|l+m+1,m,-\rangle,$$

where $m=0,1,\ldots$. Site $r$ contains $l+r$ quanta, so its diagonal energy is $d_r=l+1+r$. From an even site, $X$ gives two terms:

$$\begin{aligned}X|2m\rangle&=\sqrt{l+m+1}\,|l+m+1,m,-\rangle\\&\quad+\sqrt m\,|l+m,m-1,-\rangle.\end{aligned}$$

These are sites $2m+1$ and $2m-1$. With $b_r$ denoting the element between sites $r$ and $r+1$,

$$b_{2m}=k\sqrt{l+m+1},\qquad b_{2m+1}=k\sqrt{m+1}.$$

The eigenvalue equation for the amplitudes is

$$b_{r-1}c_{r-1}+(l+1+r-E)c_r+b_rc_{r+1}=0,\qquad b_{-1}=0.$$

The chains exhaust the space. At $N$ quanta there are $N+1$ vibrational states and two orbitals, hence $2(N+1)$ states. Each $l=0,\ldots,N$ supplies one state for $j$ and one for $-j$, the same number.

A finite chain is a variational subspace, so its lowest eigenvalue lies on or above the true lowest one for that $j$. At strong coupling $\rho\approx k$ makes the mean number of quanta about $k^2/2$. The cutoff must lie well beyond this, and $p$ as well as the energy should be followed as it is raised.

A Cartesian diagonalization with all states up to 24 quanta, which uses neither $J$ nor the chains, was compared with the union of chains cut at the same total number of quanta. All 650 eigenvalues agreed to within $10^{-12}\hbar\omega$.

## 4. Why the ground level has $j=\pm\frac12$

For $j=l+\frac12$, write the $|+\rangle$ component as $f(\rho)e^{il\phi}/\sqrt{2\pi}$ and the $|-\rangle$ component as $-g(\rho)e^{i(l+1)\phi}/\sqrt{2\pi}$. The minus sign makes the radial coupling negative. With

$$T=-\frac1{2\rho}\frac{d}{d\rho}\rho\frac{d}{d\rho}+\frac{\rho^2}2,$$

the radial equations are

$$\begin{aligned}\left(T+\frac{l^2}{2\rho^2}\right)f-k\rho g&=Ef,\\ \left(T+\frac{(l+1)^2}{2\rho^2}\right)g-k\rho f&=Eg.\end{aligned}$$

The normalization is $\int_0^\infty(f^2+g^2)\rho\,d\rho=1$. Let $\sigma=+1$ label the $f$ channel and $\sigma=-1$ the $g$ channel. Both centrifugal terms are then

$$\frac{(j-\sigma/2)^2}{2\rho^2}=\frac{j^2+\frac14-j\sigma}{2\rho^2}.$$

Use the lowest radial state of $j+1$ as a trial state for $j\ge\frac12$. Its components vanish at the origin as $\rho^{l+1}$ and $\rho^{l+2}$, so it is admissible and the following expectation value is finite. The two radial Hamiltonians differ only in the centrifugal term, and $(j+1)^2-j^2-\sigma=2j+1-\sigma$. The variational principle gives

$$E_j\le E_{j+1}-\left\langle\frac{2j+1-\sigma}{2\rho^2}\right\rangle_{j+1}<E_{j+1}.$$

The last step holds because $2j+1-\sigma\ge2j>0$. Thus the lowest energies rise strictly with $|j|$. Within one chain the lowest level is simple: all $b_r$ are nonzero, so $c_0$ fixes the whole eigenvector by recursion. The ground level is therefore the doublet $j=\pm\frac12$ for every $k>0$ in this linear model.

## 5. Ham factors from the wavefunction

The next step needs less symmetry than section 4. Assume a mirror and a threefold axis, so that $J$ need be conserved only modulo 3, and let $L$ be the total over all modes. Let the vibronic partner that transforms like $|+\rangle$ be

$$|\Psi_+\rangle=|+\rangle F+|-\rangle G,\qquad \langle F|F\rangle+\langle G|G\rangle=1.$$

Since $R=R_v\sigma_z$ and $\sigma_z|\pm\rangle=|\mp\rangle$, its partner is

$$|\Psi_-\rangle=R|\Psi_+\rangle=|-\rangle R_vF+|+\rangle R_vG.$$

As for the electronic states, $\Theta=(\Psi_++\Psi_-)/\sqrt2$ and $\mathcal E=(\Psi_+-\Psi_-)/(i\sqrt2)$. Hence

$$p=\langle\Psi_+|\sigma_y|\Psi_+\rangle=\langle F|F\rangle-\langle G|G\rangle,$$

$$q=\langle\Psi_+|\sigma_z|\Psi_-\rangle=\langle F|R_vF\rangle+\langle G|R_vG\rangle.$$

The threefold axis removes the last term. $\Psi_+$ has $J\equiv\frac12$ modulo 3, so $F$ contains $L\equiv0$ and $G$ contains $L\equiv1$. The reflected function $R_vG$ contains $L\equiv-1\equiv2$ and is orthogonal to $G$.

Now split $F$ into parts even and odd under $R_v$, with weights $w_{even}$ and $w_{odd}$. Then $q=w_{even}-w_{odd}$. Normalization and the formula for $p$ give $\langle F|F\rangle=(1+p)/2=w_{even}+w_{odd}$. Subtracting,

$$1+p-2q=4w_{odd}\ge0.$$

For one linear mode, $J$ itself is conserved and $F$ has $L=0$. It depends on $\rho$ alone, which the mirror leaves unchanged, so $w_{odd}=0$ and

$$\boxed{q=\frac{1+p}{2}}.$$

In chain amplitudes with $l=0$,

$$q=\sum_m c_{2m}^2,\qquad p=\sum_m c_{2m}^2-\sum_m c_{2m+1}^2.$$

One eigenvector therefore supplies both factors. At strong coupling $p$ is a small difference of two nearly equal sums: an absolute error $\delta$ in that difference is a relative error $\delta/p$.

## 6. Bounds on the factors

For $j=\frac12$ set $l=0$ in the radial equations. In the energy expectation, replacing $f,g$ by $|f|,|g|$ leaves the kinetic and diagonal terms no larger and cannot raise the coupling term $-2k\int fg\,\rho^2d\rho$. A nonnegative ground pair therefore exists, and since the level is simple it is the ground pair. Neither function vanishes at any $\rho>0$. At such a zero, a minimum, $f=f'=0$ and the first equation gives $f''=-2k\rho g\le0$, so $g$ vanishes there too. Being nonnegative, it also has zero slope, and uniqueness of the differential equations would make both functions vanish everywhere. The same argument applies to a zero of $g$.

Also $f(0)>0$: if it were zero, $g\approx c\rho$ with $c>0$ would give $f\approx-kc\rho^4/8<0$ near the origin.

Multiply the $g$ equation by $f$, the $f$ equation by $g$, and subtract. The energy and the oscillator potential cancel. Multiplying by $2\rho$ leaves

$$W'=\frac{fg}{\rho}-2k\rho^2(f^2-g^2),\qquad W=\rho(fg'-gf').$$

Let $u=g/f$, so that $W=\rho f^2u'$. Near the origin $g\propto\rho$, hence $u(0)=0$. Suppose $u$ first reached 1 at $\rho_0$. Then $u'(\rho_0)\ge0$, so $W(\rho_0)\ge0$, while $W'(\rho_0)=f^2/\rho_0>0$. Just beyond $\rho_0$, $W>0$ and $u>1$. As long as $u>1$ both terms in $W'$ are positive, so $W$ keeps growing and $u$ cannot turn back. But $W$ must vanish at infinity for bound functions. This contradiction shows $g<f$ at every radius. Consequently

$$0<p<1,\qquad\tfrac12<q<1.$$

The upper limits are strict because $g$ is not zero. Integrating $W'$ from zero to infinity, where $W$ vanishes at both ends, gives a useful check on radial functions:

$$k\int_0^\infty(f^2-g^2)\rho^2d\rho=\int_0^\infty\frac{fg}{2\rho}\,d\rho.$$

## 7. Weak and strong coupling

For weak coupling put $c_0=1$ and $E=1+e$ in the $l=0$ chain. Its first three rows are

$$\begin{aligned}kc_1&=e,\\ k+(1-e)c_1+kc_2&=0,\\ kc_1+(2-e)c_2+\sqrt2\,kc_3&=0.\end{aligned}$$

At lowest order $c_1=-k$, $e=-k^2$ and $c_2=k^2/2$, while $c_3=O(k^3)$. The second row then gives

$$c_1=-\frac{k+k^3/2}{1+k^2}+O(k^5)=-k+\frac{k^3}2+O(k^5).$$

The first row yields $E=1-k^2+k^4/2+O(k^6)$. The even weight is $1+k^4/4$ and the odd weight $k^2-k^4$, both before normalization. Therefore

$$p=\frac{1-k^2+5k^4/4}{1+k^2-3k^4/4}+O(k^6)=1-2k^2+4k^4+O(k^6),$$

and $q=1-k^2+2k^4+O(k^6)$. At $k=0.05$ these give $p=0.995025$ and $q=0.9975125$, against computed values 0.99502486 and 0.99751243.

For strong coupling, use $s=(f+g)/\sqrt2$ on the lower sheet and $d=(f-g)/\sqrt2$ on the upper sheet. Adding and subtracting the $l=0$ equations gives

$$\begin{aligned}\left(T-k\rho+\frac1{4\rho^2}-E\right)s&=\frac{d}{4\rho^2},\\ \left(T+k\rho+\frac1{4\rho^2}-E\right)d&=\frac{s}{4\rho^2}.\end{aligned}$$

The operator on $d$ exceeds that on $s$ by $2k\rho$, the vertical distance between the sheets. The lower-sheet operator nearly annihilates $s$, so to leading order $d=s/(8k\rho^3)$; the neglected derivatives of the slowly varying factor change $p$ at relative order $k^{-4}$. Since $f^2-g^2=2sd$, $p\approx\langle1/(4k\rho^3)\rangle$ in the lower-sheet state.

Near the trough $\rho=k+x$, with harmonic zero-point variance $\langle x^2\rangle=\frac12$. Expanding $(1+x/k)^{-3}$ gives $\langle\rho^{-3}\rangle\approx k^{-3}(1+6\langle x^2\rangle/k^2)$, hence

$$p\approx\frac1{4k^4}\left(1+\frac3{k^2}\right),\qquad q\to\frac12.$$

At $k=12$ the computed $4k^4p$ is 1.0213, against 1.0208 from the formula. At $k=24$ both round to 1.0052.

For general $j$ the mean centrifugal term on the lower sheet is $(j^2+\frac14)/(2\rho^2)$. Writing $s=v/\sqrt\rho$ turns the radial kinetic term into $-v''/2-v/(8\rho^2)$, which cancels the quarter. The lowest levels for fixed $j$ are then

$$E_j\approx-\frac{k^2}2+\frac12+\frac{j^2}{2k^2}.$$

The terms are the trough depth, the radial zero-point energy and rotation around the trough.

## 8. Worked example

Take round model parameters $\hbar\omega=50$ meV and $E_{JT}=50$ meV, attached to no material. Then $k=\sqrt{2\times50/50}=1.4142$. The $j=\frac12$ chain has diagonal $1,2,3,\ldots$ and off-diagonal $1.4142,1.4142,2,2,\ldots$. Its ground vector starts

$$(0.63368,-0.61339,0.39380,-0.22961,0.10778,\ldots).$$

The first row gives a quick energy check:

$$E=1+k\frac{c_1}{c_0}=1-1.4142\times\frac{0.61339}{0.63368}=-0.3689,$$

or $-18.45$ meV. The trough bottom is at $-50$ meV; the difference of 31.6 meV is the zero-point energy left in the coupled system.

The first three even sites contribute $0.4015+0.1551+0.0116=0.5682$ to $q$. The complete sum is $q=0.5686$, and $p=2\times0.568606-1=0.1372$. Cartesian diagonalization, with both factors taken from their definitions, gives the same six printed digits.

The lowest $j=\frac32$ level is 22.76 meV above the ground level. The inequality of section 4 guarantees at least 16.78 meV; this is a bound, not an estimate. The strong-coupling rotational formula gives $\hbar\omega/k^2=25$ meV, about 10% above the computed gap. This coupling is intermediate: in the formula for $p$ the correction $3/k^2=1.5$ exceeds the leading term, so that formula should not be used here.

To apply the factors, add either $(\Delta/2)\sigma_y$ or $(\Delta/2)\sigma_z$ with $\Delta=0.5$ meV. Within the doublet the eigenvalues are $\pm p\Delta/2$ or $\pm q\Delta/2$, so the splittings are

$$p\Delta=0.0686\ \text{meV},\qquad q\Delta=0.2843\ \text{meV}.$$

Diagonalizing the full perturbed Hamiltonian gives 0.068606 and 0.284293 meV. The second differs from $q\Delta$ by about $10^{-5}$ meV. No second-order splitting occurs in either case. The first perturbation conserves $J$, and the mirror exchanges $j$ with $-j$ while reversing $\Delta$, so the splitting is odd in $\Delta$. The second changes $j$ by $\pm1$. Two such steps cannot connect $-\frac12$ to $\frac12$, and the mirror makes the two second-order shifts equal.

| $E_{JT}/\hbar\omega$ | $E/\hbar\omega$ | $p$ | $q$ |
|---:|---:|---:|---:|
| 0.10 | 0.8160 | 0.7118 | 0.8559 |
| 0.25 | 0.5780 | 0.4856 | 0.7428 |
| 0.50 | 0.2330 | 0.2970 | 0.6485 |
| 1.00 | −0.3689 | 0.1372 | 0.5686 |
| 2.00 | −1.4457 | 0.0395 | 0.5198 |
| 4.00 | −3.4800 | 0.0066 | 0.5033 |

Over this range the $\sigma_y$ response is almost extinguished, while the $\sigma_z$ response keeps more than half its bare size.

## 9. Where the equality fails

**Several modes.** If all frequencies are equal, rotate the modes so that $Q'=\sum_i\kappa_iQ_i/K$, with $K^2=\sum_i\kappa_i^2$. Only $Q'$ couples; the other modes stay in their mirror-even vacuum, and the equality survives.

For two frequencies $\omega_1,\omega_2$ and couplings $\kappa_1,\kappa_2$, all in one energy unit, $F$ can contain opposite circular quanta in different modes. To second order the two orders of excitation have amplitudes $\kappa_1\kappa_2/[\omega_1(\omega_1+\omega_2)]$ and $\kappa_1\kappa_2/[\omega_2(\omega_1+\omega_2)]$. The mirror exchanges these states, so the odd amplitude is their difference divided by $\sqrt2$. At leading order

$$1+p-2q=\frac{2\kappa_1^2\kappa_2^2(\omega_2-\omega_1)^2}{\omega_1^2\omega_2^2(\omega_1+\omega_2)^2}.$$

With frequencies 1 and 2 and both couplings 0.8, diagonalization up to eight quanta gives a deficit of 0.00505, equal to the separately computed $4w_{odd}$. The leading formula gives 0.023, so this coupling is outside its range.

**Quadratic coupling.** Add $(\gamma/2)[(Q_1^2-Q_2^2)\sigma_z-2Q_1Q_2\sigma_x]$. Its part $(Q_1-iQ_2)^2|-\rangle\langle+|$ changes $J$ by $-3$, so $J$ survives only modulo 3. $F$ may then contain $L=\pm3$ with unequal amplitudes, and hence a mirror-odd part. For $k=1.4142$ and $\gamma=0.2$, the result is $p=0.1095$, $q=0.5546$ and a deficit of 0.00022. Compared with the linear model $p$ has fallen by about 20%, yet the equality is nearly kept. A small deficit is therefore no proof that the coupling is purely linear.

The remaining values are in the numerical output below.

## Computed values

```
mode quantum = 50.0 meV
Jahn-Teller energy = 50.0 meV
coupling k = 1.414214 (dimensionless)
Cartesian basis: quanta <= 24, dimension 650
largest |[H,J]| element = 2.1e-14 hbar omega
largest spectrum difference = 8.9e-14 hbar omega
j=1/2 diagonal (hbar omega): [1. 2. 3. 4. 5. 6.]
j=1/2 off-diagonal (hbar omega): [1.4142 1.4142 2.     2.     2.4495]
ground amplitudes r=0..5: [ 0.63368 -0.61339  0.3938  -0.22961  0.10778 -0.04875]
lowest j=1/2: -0.368930 hbar omega
lowest j=3/2: 0.086336 hbar omega
lowest j=5/2: 0.658438 hbar omega
ground energy = -18.4465 meV
gap 3/2 - 1/2 = 22.7633 meV
lower bound on this gap = 16.7813 meV
weight on |+>, l=0 = 0.568606
weight on |->, l=1 = 0.431394
p = 0.137212, q = 0.568606
Cartesian p = 0.137212, q = 0.568606
radial identity: 0.193921 and 0.193921 hbar omega
bare splitting Delta = 0.500 meV
sigma_y: full 0.068606, p*Delta 0.068606 meV
sigma_z: full 0.284293, q*Delta 0.284303 meV
E_JT/(hbar omega), E/(hbar omega), p, q:
   0.10    0.815955  0.711820  0.855910
   0.25    0.577980  0.485645  0.742822
   0.50    0.233031  0.297017  0.648509
   1.00   -0.368930  0.137212  0.568606
   2.00   -1.445743  0.039547  0.519773
   4.00   -3.480048  0.006630  0.503315
weak k=0.05: E=0.99750311 hbar omega, p=0.99502486, q=0.99751243
strong k=12: p=1.2313e-05, 4k^4 p=1.02132
strong k=24: p=7.5747e-07, 4k^4 p=1.00524
two-mode runs: couplings 0.8, 0.8; total quanta <= 8
model, p, q, 1+p-2q, 4 w_odd:
  quadratic 0.2: 0.10948 0.55463 0.00022 0.00022
  two modes 1,2: 0.35737 0.67616 0.00505 0.00505
  two modes 1,1: 0.23474 0.61737 0.00000 0.00000
```
